# Van der Waals adhesion versus weight for a silica particle in water: verification in Python

```python
# Result under test: van der Waals force / weight of a small sphere near a flat
# wall of the same material in a liquid:  F/W = A / (8 pi rho g R^2 D^2).
# A: Hamaker constant (J), R: sphere radius (m), D: gap (m), rho: density.
# A comes from a static term plus a one-resonance optical term.
# All material inputs are rough two-figure values.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq

radius, gap, temperature = 50e-9, 0.4e-9, 298.0
static_silica, static_water = 3.8, 80.0
optical_silica, optical_water = 2.1, 1.8      # squared refractive indices
resonance_energy = 12.0 * const.e             # hbar * omega, J
rho_silica, rho_water = 2200.0, 1000.0
kT = const.k * temperature
gravity = const.g


def li3(x):
    return sum(x**s / s**3 for s in range(1, 200))


def static_part():
    delta = (static_silica - static_water) / (static_silica + static_water)
    return 0.75 * kT * li3(delta**2)


def optical_part(n2_solid, n2_liquid):
    return (3 * resonance_energy * (n2_solid - n2_liquid)**2
            / (16 * np.sqrt(2) * (n2_solid + n2_liquid)**1.5))


def force_formula(A, R, D):
    return A * R / (6 * D**2)


def ratio_formula(A, R, D, rho):
    return A / (8 * np.pi * rho * gravity * R**2 * D**2)


# Test: surface-mode function from the boundary-condition determinant
def mode_determinant(e1, e3, decay):
    return np.linalg.det(np.array([
        [1, -decay, -1, 0],
        [e1, -e3 * decay, e3, 0],
        [0, 1, decay, -1],
        [0, e3, -e3 * decay, e1]], dtype=float))


for e1, e3, kD in [(3.8, 80.0, 0.3), (2.1, 1.8, 0.1), (5.0, 2.0, 1.2)]:
    numeric = (mode_determinant(e1, e3, np.exp(-kD))
               / mode_determinant(e1, e3, 0.0))
    delta = (e1 - e3) / (e1 + e3)
    assert abs(numeric - (1 - delta**2 * np.exp(-2 * kD))) < 1e-10

# Test: oscillator free-energy difference equals the imaginary-frequency sum
ua, ub = 3.0, 1.7                             # hbar*omega/kT of two oscillators
xi = 2 * np.pi * np.arange(1, 1000001)
frequency_sum = np.log(ua / ub) + np.sum(
    np.log1p((ua**2 - ub**2) / (xi**2 + ub**2)))
assert abs(frequency_sum - np.log(np.sinh(ua / 2) / np.sinh(ub / 2))) < 1e-6

# Test: wave-number integral of the mode free energy, in units of 1/D^2
for d2 in (0.01, 0.4, 0.83):
    integral = quad(lambda k: k / (2 * np.pi)
                    * np.log1p(-d2 * np.exp(-2 * k)), 0, 40)[0]
    assert abs(integral / (-li3(d2) / (8 * np.pi)) - 1) < 1e-7

# Test: closed form of A against the full sum over imaginary frequencies
A_static = static_part()
A_optical = optical_part(optical_silica, optical_water)
A = A_static + A_optical
x = 2 * np.pi * kT * np.arange(1, 20001) / resonance_energy
eps_solid = 1 + (optical_silica - 1) / (1 + x**2)
eps_liquid = 1 + (optical_water - 1) / (1 + x**2)
delta_n = (eps_solid - eps_liquid) / (eps_solid + eps_liquid)
A_optical_sum = 1.5 * kT * np.sum(li3(delta_n**2))
# The integral includes half a frequency step that the sum leaves out (< 1 %)
assert abs(A_optical_sum / A_optical - 1) < 0.01
A_full = A_static + A_optical_sum

# Test: 1/r^6 attraction of a point to a half-space at unit distance
# Substitution h = 1/v maps the infinite depth to 0..1; s = h*t, t = q/(1-q)
half_space = dblquad(
    lambda q, v: 2 * np.pi * v**2 * (q / (1 - q))
    / (1 + (q / (1 - q))**2)**3 / (1 - q)**2,
    0, 1, 0, 1 - 1e-9)[0]
assert abs(half_space / (np.pi / 6) - 1) < 1e-6


# Pairwise energy of the whole sphere divided by A, sliced parallel to the wall
def pairwise_energy(R, D):
    def slice_energy(t):
        height = D * np.exp(t)
        depth = height - D
        return -depth * (2 * R - depth) / (6 * height**2)
    return quad(slice_energy, 0, np.log1p(2 * R / D),
                epsabs=0, epsrel=1e-11, limit=300)[0]


def pairwise_force(A_value, R, D):
    step = 1e-3 * D
    return A_value * (pairwise_energy(R, D + step)
                      - pairwise_energy(R, D - step)) / (2 * step)


force = force_formula(A, radius, gap)
force_pairwise = pairwise_force(A, radius, gap)
assert abs(force_pairwise / force - 1) < 0.012     # finite D/R correction
assert abs(pairwise_force(A, 100 * radius, gap)
           / force_formula(A, 100 * radius, gap) - 1) < 2e-4

# Weight from summed slices, then the ratio against the final formula
volume = quad(lambda u: np.pi * u * (2 - u), 0, 2)[0] * radius**3
weight = rho_silica * volume * gravity
submerged = (rho_silica - rho_water) * volume * gravity
ratio = ratio_formula(A, radius, gap, rho_silica)
ratio_submerged = ratio_formula(A, radius, gap, rho_silica - rho_water)
assert abs(force_pairwise / weight / ratio - 1) < 0.012
assert abs(force_pairwise / submerged / ratio_submerged - 1) < 0.012

# Radius at which attraction equals weight: formula against root finding
equal_radius = radius * np.sqrt(ratio)


def log_force_balance(log_R):
    R = np.exp(log_R)
    W = rho_silica * 4 / 3 * np.pi * R**3 * gravity
    return np.log(pairwise_force(A, R, gap) / W)


root_radius = np.exp(brentq(log_force_balance, np.log(1e-5), np.log(1e-2)))
assert abs(root_radius / equal_radius - 1) < 1e-3

print(f"Particle radius: {radius*1e9:.0f} nm")
print(f"Gap: {gap*1e9:.1f} nm")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.3e} J")
print(f"Static permittivity, silica (rough): {static_silica:.1f}")
print(f"Static permittivity, water (rough): {static_water:.0f}")
print(f"Squared refractive index, silica (rough): {optical_silica:.1f}")
print(f"Squared refractive index, water (rough): {optical_water:.1f}")
print(f"Resonance energy (rough): {resonance_energy/const.e:.0f} eV")
print(f"Density, silica (rough): {rho_silica:.0f} kg/m^3")
print(f"Density, water (rough): {rho_water:.0f} kg/m^3")
print(f"Gravitational acceleration: {gravity:.3f} m/s^2")
delta0 = (static_silica - static_water) / (static_silica + static_water)
print(f"Static contrast squared: {delta0**2:.4f}")
print(f"Li3 of static contrast squared: {li3(delta0**2):.4f}")
print(f"Hamaker constant, static part: {A_static:.2e} J")
print(f"Hamaker constant, optical part: {A_optical:.2e} J")
print(f"Hamaker constant, total used: {A:.2e} J")
print(f"Hamaker constant, full frequency sum: {A_full:.2e} J")
print(f"Van der Waals force: {force:.2e} N")
print(f"Van der Waals force: {force*1e12:.0f} pN")
print(f"Pairwise whole-sphere force / AR/(6D^2): {force_pairwise/force:.4f}")
print(f"Particle volume: {volume:.3e} m^3")
print(f"Particle mass: {rho_silica*volume:.2e} kg")
print(f"True weight: {weight:.2e} N")
print(f"Submerged weight: {submerged:.2e} N")
print(f"Force / true weight: {ratio:.2e}")
print(f"Force / submerged weight: {ratio_submerged:.2e}")
print(f"Radius where force equals true weight: {equal_radius*1e3:.2f} mm")
r_alt = ratio_formula(A, 2 * radius, gap, rho_silica)
print(f"Force / true weight if 100 nm is the radius: {r_alt:.2e}")
for D_alt in (0.3e-9, 0.5e-9):
    r_alt = ratio_formula(A, radius, D_alt, rho_silica)
    print(f"Force / true weight at gap {D_alt*1e9:.1f} nm: {r_alt:.2e}")
for n2 in (2.0, 2.2):
    A_alt = A_static + optical_part(n2, optical_water)
    r_alt = ratio_formula(A_alt, radius, gap, rho_silica)
    print(f"Silica n^2 = {n2:.1f}: A = {A_alt:.2e} J, ratio = {r_alt:.2e}")
print("OK")
```

It prints:

```
Particle radius: 50 nm
Gap: 0.4 nm
Temperature: 298 K
Thermal energy kT: 4.114e-21 J
Static permittivity, silica (rough): 3.8
Static permittivity, water (rough): 80
Squared refractive index, silica (rough): 2.1
Squared refractive index, water (rough): 1.8
Resonance energy (rough): 12 eV
Density, silica (rough): 2200 kg/m^3
Density, water (rough): 1000 kg/m^3
Gravitational acceleration: 9.807 m/s^2
Static contrast squared: 0.8268
Li3 of static contrast squared: 0.9470
Hamaker constant, static part: 2.92e-21 J
Hamaker constant, optical part: 2.98e-21 J
Hamaker constant, total used: 5.90e-21 J
Hamaker constant, full frequency sum: 5.88e-21 J
Van der Waals force: 3.07e-10 N
Van der Waals force: 307 pN
Pairwise whole-sphere force / AR/(6D^2): 0.9920
Particle volume: 5.236e-22 m^3
Particle mass: 1.15e-18 kg
True weight: 1.13e-17 N
Submerged weight: 6.16e-18 N
Force / true weight: 2.72e+07
Force / submerged weight: 4.99e+07
Radius where force equals true weight: 0.26 mm
Force / true weight if 100 nm is the radius: 6.80e+06
Force / true weight at gap 0.3 nm: 4.84e+07
Force / true weight at gap 0.5 nm: 1.74e+07
Silica n^2 = 2.0: A = 4.30e-21 J, ratio = 1.98e+07
Silica n^2 = 2.2: A = 8.02e-21 J, ratio = 3.70e+07
OK
```
